# Contact resistance of a metal on a resistive film, derived twice

## What area does the contact use?

A circuit calculation of a thin-film device can replace each metal contact by one resistor, but its value has to be decided. If the current crossed the whole contact area uniformly and the film beneath cost nothing, the value would be $\rho_c/(WL)$. Here $\rho_c$ is the specific contact resistance (interface voltage divided by current density), $W$ the contact width and $L$ its length along the current. Take $\rho_c=2\times10^{-3}\ \Omega\,\mathrm{cm^2}=2\times10^{5}\ \Omega\,\mu\mathrm{m}^2$, $W=100\ \mu$m and $L=5\ \mu$m. The uniform estimate is then $2\times10^5/(100\times5)=400\ \Omega$. If the film has a sheet resistance of $50\,000\ \Omega$ per square, the correct value in the model below is $1014\ \Omega$. The same model shows how much is gained by drawing a longer contact.

The film makes the difference. Current that enters the metal far from the front edge must first travel along the film, so it crowds towards that edge. With $R_k$ the sheet resistance of the film under the metal, the result is

$$R_c=\frac{R_kL_T}{W}\coth\frac{L}{L_T},\qquad L_T=\sqrt{\frac{\rho_c}{R_k}} .$$

The length $L_T$ is the transfer length. The uncovered film has sheet resistance $R_s$, which may differ from $R_k$ if depositing or annealing the metal has changed the film. It is $R_k$ that belongs in $L_T$.

## The model

Let $x$ run from the front edge of the contact, $x=0$, to its far edge, $x=L$. Let $V(x)$ be the film potential measured from the metal, and $I(x)$ the current in the film, positive towards increasing $x$. A current $I_0$ enters at $x=0$, and

$$R_c=\frac{V(0)}{I_0}.$$

The state is steady and nothing varies along $W$. The interface is ohmic, so its current density is $V/\rho_c$. The metal is an equipotential; if its own sheet resistance is $R_m$, it is enough for $R_c$ that the largest possible drop along it, $R_mLI_0/W$, is small compared with $V(0)$. The film ends at $x=L$, or at least carries no current past it. Finally, the film thickness $t$ is small compared with $L_T$, so that one potential describes each cross-section. This last condition is examined quantitatively further on.

## First derivation: the potential along the film

A strip of film of length $dx$ and width $W$ has resistance $R_k\,dx/W$. The potential falls in the direction of the current, hence

$$\frac{dV}{dx}=-\frac{R_k}{W}I(x).$$

The strip also loses the current $(V/\rho_c)W\,dx$ to the metal. Charge conservation, $I(x)=I(x+dx)+(V/\rho_c)W\,dx$, gives

$$\frac{dI}{dx}=-\frac{W}{\rho_c}V(x).$$

Differentiate the first equation, with $R_k$ uniform, and insert the second. The two minus signs cancel:

$$\frac{d^2V}{dx^2}=-\frac{R_k}{W}\frac{dI}{dx}=\frac{R_k}{\rho_c}V=\frac{V}{L_T^2}.$$

Since the simple condition is at the far edge, it helps to write the general solution in terms of the distance from there:

$$V(x)=A\cosh\frac{L-x}{L_T}+B\sinh\frac{L-x}{L_T}.$$

The current follows from $I=-(W/R_k)\,dV/dx$. Differentiating $L-x$ supplies another minus sign, so

$$I(x)=\frac{W}{R_kL_T}\left[A\sinh\frac{L-x}{L_T}+B\cosh\frac{L-x}{L_T}\right].$$

At $x=L$ the first term vanishes and the second is proportional to $B$; the condition $I(L)=0$ therefore requires $B=0$. At $x=0$ the condition $I(0)=I_0$ gives

$$A=\frac{I_0R_kL_T}{W\sinh(L/L_T)}.$$

The profiles are thus

$$V(x)=\frac{I_0R_kL_T}{W}\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)},\qquad
I(x)=I_0\frac{\sinh[(L-x)/L_T]}{\sinh(L/L_T)} .$$

Setting $x=0$ in $V$ and dividing by $I_0$ gives the stated $R_c$. Because $R_kL_T=\sqrt{\rho_cR_k}=\rho_c/L_T$, it can also be written $R_c=[\rho_c/(WL_T)]\coth(L/L_T)$.

For $L\ge L_T$, the fraction of the current that has entered the metal within one transfer length is

$$1-\frac{I(L_T)}{I_0}=1-\frac{\sinh(L/L_T-1)}{\sinh(L/L_T)} .$$

For a long contact the ratio of hyperbolic sines tends to $e^{-1}$, and the fraction to $1-e^{-1}\approx0.632$. The transfer length is a decay length, not a boundary beyond which no current flows.

## Second derivation: growing the contact

The resistance can be found without solving for the potential. Let $G(\ell)$ be the conductance seen at the front edge of a contact of length $\ell$. Add a new slice of length $d\ell$ in front. Its interface offers a path to the metal of conductance $W\,d\ell/\rho_c$, in parallel with the old contact. Its film adds a resistance $R_k\,d\ell/W$ in series with both. Placing the interface path before or after the film element changes the result only at order $d\ell^2$. Thus

$$G(\ell+d\ell)=\frac{G+W\,d\ell/\rho_c}{1+(R_k\,d\ell/W)(G+W\,d\ell/\rho_c)} .$$

To first order in $d\ell$, the denominator contributes the factor $1-R_kG\,d\ell/W$. Multiplying out and dropping $d\ell^2$,

$$\frac{dG}{d\ell}=\frac{W}{\rho_c}-\frac{R_k}{W}G^2 .$$

The first term is the gain from extra interface area. The second is the loss from making the old contact reachable only through more film. They balance at

$$G_\infty=\frac{W}{\sqrt{\rho_cR_k}} .$$

Define $g=G/G_\infty$. Since $R_kG_\infty^2/W=W/\rho_c$, both terms carry the same coefficient, and

$$\frac{dg}{d\ell}=\frac{W}{\rho_cG_\infty}(1-g^2)=\sqrt{\frac{R_k}{\rho_c}}\,(1-g^2)=\frac{1-g^2}{L_T}.$$

A contact of zero length with an insulated far edge conducts nothing, so $g(0)=0$. Separation of variables and integration from zero length to $L$ give

$$\frac12\ln\frac{1+g}{1-g}=\frac{L}{L_T}.$$

Exponentiating, $(1+g)/(1-g)=e^{2L/L_T}$. Solving for $g$,

$$g=\frac{e^{2L/L_T}-1}{e^{2L/L_T}+1}=\tanh\frac{L}{L_T}.$$

Therefore $R_c=1/(G_\infty g)=(\sqrt{\rho_cR_k}/W)\coth(L/L_T)$, the same result.

The potential can be recovered afterwards. At position $x$ the remaining contact has length $L-x$, so $I(x)=G(L-x)V(x)$. Ohm's law in the film, with $R_kG_\infty/W=1/L_T$, becomes

$$\frac{1}{V}\frac{dV}{dx}=-\frac{1}{L_T}\tanh\frac{L-x}{L_T}.$$

The right side is the derivative of $\ln\cosh[(L-x)/L_T]$. Hence $V(x)/V(0)=\cosh[(L-x)/L_T]/\cosh(L/L_T)$, in agreement with the first derivation.

## What each derivation assumes

Both routes use a thin film, an equipotential metal and an insulated far edge. They use linearity at different places. In the first, the two balance equations survive a nonlinear interface if $V/\rho_c$ is replaced by a current density $J(V)$; linearity is needed to obtain hyperbolic functions. The second needs linearity from the start, because it describes the old contact by a conductance independent of the current through it.

Uniformity also enters differently. The first derivation takes $R_k$ outside a derivative. In the second, the equation for $G$ remains valid if $R_k$ and $\rho_c$ vary with position, provided that each new slice carries its local values. Uniformity is then needed only for the integration that produces the hyperbolic tangent.

The far-edge condition is a boundary value in the first route and a starting value in the second. Suppose instead that the far edge of the film is shorted to the metal. Then $G$ starts from infinity. The function $g=\coth(\ell/L_T)$ has this behaviour and obeys the same equation, because its derivative is $(1-\coth^2(\ell/L_T))/L_T$. The contact resistance becomes

$$R_c^{\rm short}=\frac{R_kL_T}{W}\tanh\frac{L}{L_T}.$$

For $L\ll L_T$ this is $R_kL/W$, the film resistance up to the short, whereas the insulated contact has a diverging resistance. For $L\gg L_T$ both tend to the same value, since little current reaches the far edge. The coth form therefore depends on the far edge when the contact is short.

## Short and long contacts

Write $u=L/L_T$. For small $u$,

$$\coth u=\frac{1+u^2/2+\cdots}{u(1+u^2/6+\cdots)}=\frac1u\left(1+\frac{u^2}{3}+\cdots\right).$$

Multiplication by $\rho_c/(WL_T)$, with $L_T^2=\rho_c/R_k$, gives

$$R_c\approx\frac{\rho_c}{WL}+\frac{R_kL}{3W}.$$

The first term is the uniform-area estimate. The factor one third in the second has a simple origin. At this order the film current falls linearly, $I=I_0(1-x/L)$, and the power lost in the film is $(R_k/W)\int_0^L I^2dx=I_0^2R_kL/(3W)$.

For large $u$, $\coth u\to1$ and $R_c\to\sqrt{\rho_cR_k}/W$. Extra length then lowers the resistance very little. The excess over this limit is 1% when $\coth u=1.01$, or $L=L_T\,\mathrm{artanh}(1/1.01)$.

For the model parameters given at the start, with $R_k=R_s=50\,000\ \Omega$ per square,

$$L_T=\sqrt{\frac{2\times10^5}{5\times10^4}}\ \mu\mathrm m=2\ \mu\mathrm m,\qquad
\frac{R_kL_T}{W}=\frac{5\times10^4\times2}{100}\ \Omega=1000\ \Omega .$$

At $L=5\ \mu$m, $\coth2.5=1.0136$, so $R_c=1014\ \Omega$, or $10.14\ \Omega\,$cm after multiplication by the width. About 65% of the current enters within the first $2\ \mu$m. The 1% criterion is met at $L=5.3\ \mu$m. Going from 5 to $12\ \mu$m lowers $R_c$ only to $1000\ \Omega$, while shortening to $2\ \mu$m raises it to $1313\ \Omega$.

At $L=0.6\ \mu$m the short-contact formula gives $3333+100=3433\ \Omega$, in agreement with the full result to within $1\ \Omega$. A resistor ladder solved from Kirchhoff's laws tests the coth law at all four lengths. It shares the one-dimensional assumption, which needs a separate test.

## When the film is not thin enough

Let $y$ run from the insulated bottom of the film, $y=0$, to the metal interface, $y=t$. Take the same resistivity $\rho=R_st$ everywhere, so $R_k=R_s$. The potential $\varphi(x,y)$ obeys Laplace's equation, and continuity of current at the interface requires

$$-\frac1\rho\frac{\partial\varphi}{\partial y}=\frac{\varphi}{\rho_c}\qquad(y=t).$$

The function $\psi=\cos(ky)\cosh[k(L-x)]$ solves Laplace's equation and has no normal current at $y=0$ or $x=L$. The interface condition gives $k\sin(kt)/\rho=\cos(kt)/\rho_c$, hence

$$k\tan(kt)=\frac{\rho}{\rho_c}=\frac{t}{L_T^2}.$$

Take the smallest positive root. With $\tan z=z+z^3/3+\cdots$, this reads $k^2(1+k^2t^2/3+\cdots)=1/L_T^2$, and therefore

$$\frac1{k^2}\approx L_T^2+\frac{t^2}{3}.$$

To connect this mode to the incoming current, apply Green's identity to $\varphi$ and $\psi$ in the covered film. Both satisfy the same conditions on the top, bottom and far edge, so only the front section contributes:

$$\int_0^t\left(\varphi\frac{\partial\psi}{\partial x}-\psi\frac{\partial\varphi}{\partial x}\right)_{x=0}dy=0 .$$

Inserting $\psi$ gives

$$k\sinh(kL)\int_0^t\varphi\cos(ky)\,dy=-\cosh(kL)\int_0^t\frac{\partial\varphi}{\partial x}\cos(ky)\,dy .$$

Now split each factor into its average over $y$ and a remainder. The average of $\partial\varphi/\partial x$ is fixed by the total current as $-\rho I_0/(Wt)=-R_sI_0/W$. The average of $\cos(ky)$ cancels from both sides. Products of an average and a remainder integrate to zero, which leaves products of two remainders.

For $L$ not small compared with $L_T$, these are small. The remainder of $\cos(ky)$ is of order $t^2/L_T^2$. The potential varies across the film by a fraction of the same order, and near the front edge this variation changes over a distance of order $t$. The remainder of $\partial\varphi/\partial x$ is therefore of order $\bar\varphi t/L_T^2$, where $\bar\varphi$ is the average potential at $x=0$. Its product with the first remainder is of order $\bar\varphi t^3/L_T^4$, a relative correction of order $(t/L_T)^3$ to $k\bar\varphi\tanh(kL)$. Up to that order,

$$R_c=\frac{\bar\varphi}{I_0}=\frac{R_s}{kW}\coth(kL),\qquad
\frac1k\approx\sqrt{\frac{\rho_c+\rho t/3}{R_s}},$$

where $R_st^2/3=\rho t/3$ was used. To second order in $t/L_T$, the coth law survives with $\rho_c$ replaced by $\rho_c+\rho t/3$. The average potential is the right quantity because in the uncovered film, insulated on both faces, it is linear in $x$; extrapolating it to the contact edge gives $\bar\varphi$.

A two-dimensional numerical solution that includes the uncovered film tests this at $L=1.5L_T$. For $t/L_T=0.2$, the resistance is 1.0083 times the thin-film value, against 1.0087 from the corrected law. For $t/L_T=0.4$ the factors are 1.032 and 1.035. The discrepancy grows between seven and eight times when $t$ doubles, consistent with a cubic remainder, though two points do not establish the power.

In the example $t=50$ nm, so $t/L_T=0.025$. The addition to $\rho_c$ is $4.2\times10^{-7}\ \Omega\,\mathrm{cm^2}$, and $R_c$ changes by about $0.1\ \Omega$. The correction assumes uniform conductivity through the film; a gate-induced layer with a conductivity profile needs its own treatment.

## Reading $\rho_c$ from a measurement

Two identical contacts separated by a gap $d$ have total resistance

$$R(d)=\frac{R_sd}{W}+2R_c .$$

At the second contact both current and voltage reverse, so linearity gives the same $R_c$. The fitted line reaches zero at $d=-2WR_c/R_s$. Half the magnitude of this intercept is

$$\frac{WR_c}{R_s}=\frac{R_k}{R_s}L_T\coth\frac L{L_T}.$$

It equals $L_T$ in the limit of a long contact with $R_k=R_s$. In the example it is $2.027\ \mu$m. Taking this as $L_T$ and computing $\rho_c=R_sL_T^2$ gives $2.05\times10^{-3}\ \Omega\,\mathrm{cm^2}$, about 3% above the true value.

Now let the film under the metal have $R_k=20\,000\ \Omega$ per square, with everything else unchanged. The true transfer length rises to $3.16\ \mu$m and $R_c$ falls to $688\ \Omega$. The half intercept is $688\times100/50\,000=1.38\ \mu$m, so it moves in the opposite direction to $L_T$. The same reading gives $\rho_c=9.5\times10^{-4}\ \Omega\,\mathrm{cm^2}$, less than half the true value. A perfectly straight line $R(d)$ does not reveal this error, since $R_k$ affects only its offset.

A second voltage removes the ambiguity. A probe that draws no current at the far edge of the film measures the end resistance

$$R_e=\frac{V(L)}{I_0}=\frac{R_kL_T}{W\sinh(L/L_T)},\qquad \frac{R_c}{R_e}=\cosh\frac L{L_T}.$$

These relations can be inverted without assuming $R_k=R_s$:

$$L_T=\frac{L}{\mathrm{arcosh}(R_c/R_e)},\qquad
\rho_c=R_cWL_T\tanh\frac L{L_T},\qquad R_k=\frac{\rho_c}{L_T^2}.$$

For the altered film $R_e=272\ \Omega$ and $R_c/R_e=2.53$. The inverse hyperbolic cosine is 1.58, giving $L_T=5/1.58=3.16\ \mu$m. The other two relations return $\rho_c=2.0\times10^{-3}\ \Omega\,\mathrm{cm^2}$ and $R_k=20\,000\ \Omega$ per square. This recovery was tested on ladder voltages without noise. It belongs to the thin-film model; for a uniform film of finite thickness the value returned is approximately $\rho_c+\rho t/3$, not $\rho_c$. In a long contact $R_e/R_c=1/\cosh(L/L_T)\approx2e^{-L/L_T}$, so the far-edge voltage becomes small and a fixed voltage error matters more. A short contact is delicate for another reason: with $u=L/L_T\ll1$ the ratio is $R_c/R_e\approx1+u^2/2$, so a relative error $\epsilon$ in it changes $R_k$ by about $2\epsilon/u^2$ (20% for $\epsilon=10^{-3}$ at $u=0.1$), while $\rho_c\approx R_cWL$ stays well determined. To neglect the metal in this measurement it is enough that the drop along it is small compared with $V(L)$; being small compared with $V(0)$ does not by itself guarantee this. The numerical output lists both cases in full.

## Computed values

```
Film sheet resistance R_s = 50000 ohm per square
Specific contact resistance rho_c = 2.000e-03 ohm cm^2
Contact width W = 100.0 um
Contact length L = 5.0 um
Film thickness t = 0.050 um
Transfer length L_T = 2.0000 um
L/L_T = 2.5000 (dimensionless)
coth(L/L_T) = 1.01357 (dimensionless)
Long-contact limit of R_c = 1000.00 ohm
L = 0.6 um: R_c ladder 3432.74, formula 3432.74 ohm
L = 0.6 um: short-contact R_c = 3433.33 ohm
L = 2.0 um: R_c ladder 1313.04, formula 1313.04 ohm
L = 5.0 um: R_c ladder 1013.57, formula 1013.57 ohm
L = 5.0 um: current fraction entering within L_T = 0.6481
L = 12.0 um: R_c ladder 1000.01, formula 1000.01 ohm
L = 12.0 um: current fraction entering within L_T = 0.6321
Example contact resistance R_c = 1013.57 ohm
Example width-normalized R_c W = 10.136 ohm cm
Example end resistance R_e = 165.28 ohm
Length for 1% excess over long limit = 5.303 um
Gaps used in the fit = 5, 10, 20, 40 um
equal film: R_k = 50000 ohm per square
equal film: true L_T = 2.0000 um
equal film: fitted R_c = 1013.57 ohm
equal film: half intercept = 2.0271 um
equal film: rho_c read from intercept = 2.055e-03 ohm cm^2
equal film: ladder end resistance = 165.28 ohm
equal film: L_T from front and end = 2.0000 um
equal film: rho_c from front and end = 2.000e-03 ohm cm^2
equal film: R_k from front and end = 50000 ohm per square
altered film: R_k = 20000 ohm per square
altered film: true L_T = 3.1623 um
altered film: fitted R_c = 688.36 ohm
altered film: half intercept = 1.3767 um
altered film: rho_c read from intercept = 9.477e-04 ohm cm^2
altered film: ladder end resistance = 271.75 ohm
altered film: L_T from front and end = 3.1623 um
altered film: rho_c from front and end = 2.000e-03 ohm cm^2
altered film: R_k from front and end = 20000 ohm per square
Two-dimensional test: L/L_T = 1.5 (dimensionless)
t/L_T = 0.2: R_c over thin-film law: 2D 1.00835, corrected 1.00866
t/L_T = 0.4: R_c over thin-film law: 2D 1.03223, corrected 1.03455
Example film resistivity = 0.250 ohm cm
Example t/L_T = 0.0250 (dimensionless)
Example added rho t/3 = 4.167e-07 ohm cm^2
Example thickness change of R_c = 0.113 ohm
```
